# Polarization and inverse susceptibility at a Landau tricritical point

## Problem

A ferroelectric has polarization $P$ along one fixed axis, in a single domain and at zero mechanical stress. Near its transition the Landau energy density is

$$F=\frac a2\,(T-T_c)P^2+\frac b4P^4+\frac c6P^6-EP,\qquad a>0,\; c>0,$$

where $E$ is the field along the same axis. The coefficients $a$, $b$ and $c$ do not depend on temperature. The material is tuned, for instance by composition, to the tricritical point $b=0$.

The inverse susceptibility is $1/\chi=(\partial E/\partial P)_T$, taken at equilibrium for $E\to0$. It is isothermal, longitudinal and at constant stress.

1. Find the equilibrium polarization below $T_c$ and its exponent $\beta$, defined by $P\propto(T_c-T)^\beta$.
2. Find the ratio of the temperature slopes of $1/\chi$, ordered phase over disordered phase.
3. Evaluate both for $T_c=650$ K, Curie constant $C=2.0\times10^5$ K and $P=30$ µC/cm² at 50 K below $T_c$. Give $P$ and $1/\chi$ at 10 K from $T_c$.
4. How do the answers change if $b$ is slightly positive, or if a $P^8$ term is present?

In atomic units $\varepsilon_r-1=4\pi\chi$, so the Curie law $\varepsilon_r-1=C/(T-T_c)$ gives $a=4\pi/C$. In SI units the same statement reads $a=1/(\varepsilon_0C)$.

## Hints

- **Hint 1.** Set $\partial F/\partial P=0$ and keep the field in the equation. The same equation then serves for both $P$ and $1/\chi$.
- **Hint 2.** Below $T_c$ there are several stationary points at $E=0$. Compare their energies before choosing one.
- **Hint 3.** Differentiate with respect to $P$ first, and insert the equilibrium value afterwards.
- **Hint 4.** A slope is a derivative with respect to $T$, not with respect to the distance $T_c-T$.
- **Hint 5.** For part 4, write $x=P^2$ and use the equilibrium condition to remove the $x^2$ term from $1/\chi$.

## Solution

### 1. Polarization

The condition $\partial F/\partial P=0$ gives the equation of state

$$E=a(T-T_c)P+bP^3+cP^5 .$$

Put $b=0$ and $E=0$:

$$P\left[a(T-T_c)+cP^4\right]=0 .$$

Above $T_c$ the bracket is positive, so $P=0$ is the one real solution. Below $T_c$, with $t=T_c-T>0$, the bracket vanishes at

$$cP^4=at,\qquad P=\pm\left(\frac{at}{c}\right)^{1/4}.$$

The energy decides between these solutions and $P=0$. Inserting $cP^4=at$ into the sextic term,

$$F=-\frac{at}{2}P^2+\frac{P^2}{6}\,cP^4=-\frac{at}{2}P^2+\frac{at}{6}P^2=-\frac{at}{3}P^2<0 ,$$

whereas $F=0$ at $P=0$. The polarized states are the global minima, and $\beta=1/4$.

### 2. Inverse susceptibility

Differentiate the equation of state at fixed $T$:

$$\frac1\chi=a(T-T_c)+3bP^2+5cP^4 .$$

For $b=0$ and $T>T_c$, $P=0$ and $1/\chi=a(T-T_c)$. For $T<T_c$, insert $cP^4=at$:

$$\frac1\chi=-at+5at=4at=4a(T_c-T).$$

Both values are positive, as stability requires. The slopes are

$$\frac{d}{dT}\frac1\chi=a\quad(T>T_c),\qquad \frac{d}{dT}\frac1\chi=-4a\quad(T<T_c),$$

so the ratio, ordered over disordered, is $-4$. The minus sign says that $1/\chi$ rises on both sides of $T_c$.

The factor four comes from the power that stabilizes the polarization. If the stabilizing term were $kP^n/n$ with $k>0$ and $n>2$, equilibrium would require $kP^{n-2}=at$, and

$$\frac1\chi=-at+(n-1)kP^{n-2}=(n-2)\,at .$$

An ordinary continuous transition has $n=4$ and slope ratio $-2$. The tricritical point has $n=6$ and ratio $-4$.

### 3. Numbers

With $P$ in µC/cm² and $E$ in MV/cm, the product $EP$ is in J/cm³. The Curie constant gives

$$a=\frac1{\varepsilon_0C}=5.647\times10^{-5}\ \frac{\text{MV/cm}}{\text{µC/cm}^2\,\text{K}} .$$

The reference polarization fixes $c=at/P^4$:

$$c=\frac{5.647\times10^{-5}\times50}{30^4}=3.486\times10^{-9}\ \frac{\text{MV/cm}}{(\text{µC/cm}^2)^5}.$$

At 10 K below $T_c$,

$$P=30\left(\frac{10}{50}\right)^{1/4}=20.06\ \text{µC/cm}^2=0.01252\ e/\text{Å}^2 .$$

The small exponent makes the onset steep: $P$ is already 11.28 µC/cm² at 1 K below $T_c$, and it takes sixteen times that distance to double it to 22.56 µC/cm². The energy gain at 10 K is $atP^2/3=0.076$ J/cm³.

The inverse susceptibility is $10a=5.65\times10^{-4}$ (MV/cm)/(µC/cm²) at 10 K above $T_c$, and $40a=2.26\times10^{-3}$ in the same unit at 10 K below. The relative permittivities are about 20 000 and 5000. The slopes are $9.05\times10^{-4}$ and $-3.62\times10^{-3}$ V Å/($e$ K).

The limit $E\to0$ matters. At $T_c$ itself the equation of state is $E=cP^5$, so $P=(E/c)^{1/5}$ and $1/\chi=5cP^4$, which is not zero. A bias of 1 kV/cm gives $P=12.35$ µC/cm² and $1/\chi=a\times7.2$ K. The minimum of $1/\chi$ then lies about 2 K above $T_c$ and is rounded over several kelvin, and the straight lines must be sought farther out or in a smaller field.

### 4. Imperfect tuning and higher powers

Let $x=P^2$ and add $dP^8/8$ to $F$. Below $T_c$ the equilibrium condition and the inverse susceptibility are

$$at=bx+cx^2+dx^3,\qquad \frac1\chi=-at+3bx+5cx^2+7dx^3 .$$

From the first, $5cx^2=5at-5bx-5dx^3$. Inserting this in the second,

$$\frac1\chi=4at-2bx+2dx^3 .$$

Divide by the value $at$ found at the same distance above $T_c$:

$$R=\frac{\chi^{-1}(T_c-t)}{\chi^{-1}(T_c+t)}=4-\frac{2bx}{at}+\frac{2dx^3}{at}.$$

When both branches are straight lines through zero, the slope ratio is $-R$. When the ordered branch is curved, $R$ compares values, and the local slope ratio at the same distance is a different number.

**Fixed $b>0$, $d=0$.** Close to $T_c$ the term $cx^2$ is negligible, so $bx\to at$ and $R\to2$. The two terms $bx$ and $cx^2$ are equal at $x=b/c$, which occurs at $t=2b^2/(ac)$. Take $b$ equal to 10% of $cP^2$ at the reference polarization, or $3.14\times10^{-7}$ (MV/cm)/(µC/cm²)³. The crossover is then at

$$t=\frac{2\,(3.137\times10^{-7})^2}{5.647\times10^{-5}\times3.486\times10^{-9}}\approx1.0\ \text{K}.$$

Accordingly $R=3.60$ at 10 K, where the local slope ratio is $-3.78$, and $R=2.29$ at 0.1 K. Tricritical behaviour is approached gradually far outside the crossover and lost far inside it.

**Fixed $b<0$, $d=0$.** At $T=T_c$ the equation of state has the solution $P^2=|b|/c$, with energy $-|b|^3/(12c^2)<0$. The polarization no longer grows from zero, and the exponent loses its meaning.

**$b$ proportional to $t$, or fixed $d$.** To leading order $x\propto t^{1/2}$. Both $bx$ and $dx^3$ then vary as $t^{3/2}$, a relative correction of order $t^{1/2}$. The exponent and the ratio $-4$ survive as limits for $t\to0$. An eighth-order term with $dP^2$ equal to 10% of $c$ at the reference polarization gives $R=4.08$ at 10 K, with a local slope ratio of $-4.12$.

A model whose energy is not a cut-off polynomial shows the same limit. Let each site have a variable $S=-1,0,1$, with mean-field coupling $J$ and an energy cost $\Delta$ for $S=\pm1$. If $p$ is the probability of $S\neq0$ in the disordered phase, the mean of $S$ in a reduced field $y$ is $py+(p-3p^2)y^3/6+\dots$. The transition lies at $k_BT_c=Jp$, and the cubic term vanishes at $p=1/3$, which requires $\Delta=k_BT_c\ln4$. With $\Delta$ held fixed at this value, $R=4.0141$ at $t/T_c=10^{-6}$ and $4.0014$ at $10^{-8}$. The deviation falls tenfold for a hundredfold smaller distance, as $t^{1/2}$ demands.

### The model beside a real material

The parameters are rough typical values for lead zirconate titanate near a composition where its transition changes from discontinuous to continuous. Real ceramics also have domain walls and can rotate their polarization. Both can change the response below $T_c$, and neither is estimated here. Leakage is minor if the frequency is high enough: a rough conductivity of $10^{-5}$ S/m gives a loss tangent of 0.004 at 10 kHz, 10 K below $T_c$. Two other assumptions, a stress-free sample and an isothermal measurement, move the ratio much further, as the variations show.

Landau theory also neglects fluctuations. Let a mode of wave vector $q$ have stiffness $r+gq^2$, with $r=1/\chi$, and hence mean square amplitude proportional to $k_BT/(r+gq^2)$. The contribution at $r=0$ is itself proportional to $T$. Its value at $T_c$ is absorbed in the fitted coefficients. Its slow drift with temperature acts, in the cubic term of the equation of state, like a $b$ proportional to $t$; it is left out of the figures below, although it can rival the uniaxial ones. Compared with $r=0$ at the same temperature, the mean square fluctuation is lowered by

$$k_BT\int\!\frac{d^3q}{(2\pi)^3}\left[\frac1{gq^2}-\frac1{r+gq^2}\right]=\frac{k_BT}{2\pi^2}\,\frac rg\int_0^\infty\!\frac{dq}{r+gq^2}=\frac{k_BT\,r^{1/2}}{4\pi g^{3/2}} .$$

Since $\langle(P+\delta)^5\rangle=P^5+10P^3\langle\delta^2\rangle+\dots$, the change relative to the term $cP^5$ is ten times this quantity over $P^2$. Both $r^{1/2}$ and $P^2$ vary as $t^{1/2}$, so the relative change does not fade near $T_c$. For a rough $g=10^{-10}$ J m³/C² it is 83% at 10 K and 84% at 1 K, too large for Landau theory to be trusted on this estimate.

In a uniaxial ferroelectric, modes that vary along the polar axis also pay a depolarizing energy. It adds $\kappa\cos^2\theta$ to the stiffness, where $\theta$ is the angle between wave vector and axis, and $\kappa=1/(\varepsilon_0\varepsilon_b)$ in SI units. With a background permittivity $\varepsilon_b=5$ the estimate drops to 6.1% at 10 K and 2.4% at 1 K. These figures include all wave vectors up to infinity; ending the integral near the zone boundary of a 4 Å cell lowers them by roughly a quarter to a third. Within this estimate Landau theory is much better founded for a uniaxial crystal, but the estimate leaves out electrostriction. A mode with $q\neq0$ cannot relax its strain freely, so its stiffness exceeds the stress-free $1/\chi$ by a term proportional to $P^2$, like the frozen-strain term of Variation 1. That term varies as $t^{1/2}$ and outgrows $4at$ near $T_c$. With the $Q_{12}$ of Variation 1 and rough values $Q_{11}=0.08$ m⁴/C², $s_{11}=8.5$, $s_{12}=-2.5$ and $s_{44}=9$ in units of $10^{-12}$ Pa⁻¹, the same uniaxial measure becomes about 27% at 10 K and 29% at 1 K. It no longer fades, and the strain coupling adds a further fluctuation term to the equation of state. The cubic perovskite has further soft polarization components, so these figures are not predictions for it.

## Variation 1: a film clamped by its substrate

*The tricritical material is grown as a film with in-plane strain $u$ fixed by the substrate and polarization normal to the film. The electrodes screen perfectly. What is the slope ratio?*

Let $\sigma$ be the equal biaxial in-plane stress, $s=s_{11}+s_{12}$ the compliance and $Q=Q_{12}$ the electrostriction coefficient. At fixed strain the added energy is the stationary value over $\sigma$ of

$$-s\sigma^2-2Q\sigma P^2+2u\sigma .$$

Stationarity gives $\sigma=(u-QP^2)/s$, and the value there is

$$\frac{(u-QP^2)^2}{s}=\frac{u^2}{s}-\frac{2uQ}{s}P^2+\frac{Q^2}{s}P^4 .$$

The $P^2$ term shifts $T_c$ by $4uQ/(as)$. The $P^4$ term equals $(\Delta b/4)P^4$ with $\Delta b=4Q^2/s>0$. The film is therefore no longer tricritical, and its slope ratio tends to $-2$ at its own $T_c$.

For rough values $Q=-0.03$ m⁴/C² and $s=6\times10^{-12}$ Pa⁻¹, $\Delta b=6.0\times10^{-6}$ (MV/cm)/(µC/cm²)³. This is 1.9 times $cP^2$ at the reference polarization, not a small correction. At 10 K from the film's $T_c$,

$$x=\frac{-\Delta b+\sqrt{\Delta b^2+4c\,at}}{2c}\approx89.5\ (\text{µC/cm}^2)^2,\qquad R=4-\frac{2\Delta b\,x}{at}\approx2.10 .$$

The local slope ratio there is $-2.19$.

A different case is a stress-free bulk plate probed too fast for its in-plane strain to follow. The strain stays at $QP_0^2$, where $P_0$ is the equilibrium polarization, and the energy $(Q^2/s)(P^2-P_0^2)^2$ adds its curvature $8Q^2P_0^2/s$ to $1/\chi$. At 10 K below $T_c$ this is 2.1 times the stress-free value $4at$.

## Variation 2: a measurement faster than heat flow

*The stress-free plate is 0.5 mm thick and 5 mm wide, and is measured at 10 kHz. Does it show the ratio $-4$?*

With a rough diffusivity $D=5\times10^{-7}$ m²/s and faces held at fixed temperature, heat leaves a plate of thickness $L$ in a time $L^2/(\pi^2D)\approx51$ ms, far longer than the 0.1 ms period. The lateral mechanical resonance, for a sound speed of roughly 4000 m/s, is near 400 kHz, so the strain does follow. The measurement is adiabatic at constant stress.

The entropy density is $S=-\partial F/\partial T=S_0(T)-aP^2/2$. With $C_P$ the heat capacity per volume at fixed polarization, constant entropy requires

$$\frac{C_P}{T}\,dT-aP\,dP=0,\qquad \frac{dT}{dP}=\frac{aTP}{C_P}.$$

The equation of state gives $(\partial E/\partial T)_P=aP$, so

$$\left(\frac{\partial E}{\partial P}\right)_S=\frac1\chi+aP\,\frac{dT}{dP}=\frac1\chi+\frac{Ta^2P^2}{C_P}.$$

Above $T_c$ the addition vanishes with $P$. Below, it varies as $t^{1/2}$ and outweighs $4at$ close enough to $T_c$. For a rough $C_P=3.0$ J/(cm³ K), at 10 K,

$$\frac{Ta^2P^2}{C_P\,at}=\frac{640\times5.647\times10^{-5}\times20.06^2}{3.0\times10}\approx0.485,$$

so $R=4.48$ instead of 4, and the local slope ratio is about $-4.2$. At 1 K, $R$ is about 5.6 and the slope ratio about $-4.8$, and at 0.15 K the addition equals $4at$. The ordered branch is curved, with a slope that grows without bound as $t\to0$ in this model. The ratio $-4$ belongs to the isothermal response, which for this plate needs a much slower measurement or a correction by the term above. Slowing down has a price: the loss tangent from leakage varies inversely with frequency, and the rough conductivity assumed earlier gives about 36 at 1 Hz, 10 K below $T_c$. For such a leaky plate the correction is an alternative, but it is only as accurate as the heat capacity that enters it. The numerical output lists the values used here.

## Computed results

```
Input Tc: 650 K; Curie constant: 2.0e+05 K
Input P: 30 uC/cm2 at 50 K below Tc
a: 5.6470e-05 (MV/cm)/(uC/cm2)/K
c: 3.4858e-09 (MV/cm)/(uC/cm2)^5
Example distance from Tc: 10 K
P below Tc: 20.062 uC/cm2 = 0.01252 e/A^2
P at 1 K below Tc: 11.282 uC/cm2
P at 16 K below Tc: 22.564 uC/cm2
Fitted polarization exponent: 0.250000
Energy gain of ordered state: 0.0758 J/cm3
1/chi above Tc: 5.6470e-04 (MV/cm)/(uC/cm2)
1/chi below Tc: 2.2588e-03 (MV/cm)/(uC/cm2)
Relative permittivity above, below: 20001, 5001
Slope above Tc: 5.6470e-05 (MV/cm)/(uC/cm2)/K
Slope below Tc: -2.2588e-04 (MV/cm)/(uC/cm2)/K
Slope above Tc, converted: 9.0476e-04 V A/(e K)
Slope below Tc, converted: -3.6190e-03 V A/(e K)
Slope ratio, ordered/disordered: -4.00000
Spin-one model R at |T/Tc-1|=1e-06: 4.01412
Spin-one model R at |T/Tc-1|=1e-08: 4.00142
Spin-one model exponent: 0.25014
Residual b: 3.137e-07 (MV/cm)/(uC/cm2)^3
R with residual b at 10 K: 3.600
R with residual b at 0.1 K: 2.292
Eighth-order d: 3.873e-13 (MV/cm)/(uC/cm2)^7
R with eighth-order term at 10 K: 4.084
Bias field: 1.0 kV/cm
P at Tc in bias field: 12.35 uC/cm2
Bias 1/chi at Tc, divided by a: 7.17 K
Input heat capacity at fixed P: 3.0 J/(cm3 K)
Adiabatic R at 10 K: 4.485
Adiabatic R at 1 K: 5.555
Adiabatic addition equals 4at at t = 0.152 K
Input Q12: -0.03 m4/C2; s11+s12: 6.0e-12 1/Pa
Film addition to b: 6.000e-06 (MV/cm)/(uC/cm2)^3
Film addition / (c P_ref^2): 1.91
Clamped-film R, 10 K from its own Tc: 2.099
Frozen-strain addition / (4at), 10 K: 2.14
Input g: 1.0e-10 J m3/C2; background permittivity: 5
Fluctuation, short-range, 10 K: 83.0 %
Fluctuation, uniaxial dipolar, 10 K: 6.1 %
Fluctuation, short-range, 1 K: 84.2 %
Fluctuation, uniaxial dipolar, 1 K: 2.4 %
Plate thickness, width: 0.5, 5.0 mm
Input diffusivity: 5.0e-07 m2/s; sound: 4000 m/s
Thermal relaxation time: 50.7 ms
Frequency: 10 kHz; resonance: 400 kHz
Input conductivity: 1.0e-05 S/m
Leakage loss tangent at 10 K below Tc: 0.0036
```
